# Midpoint Intensity Between Two Pinholes Near the Rayleigh Separation

## The problem

A projection lens images two small, equally bright pinholes. Their image centres lie $0.61\,\lambda/\mathrm{NA}$ apart, where $\lambda$ is the wavelength and NA is the numerical aperture on the image side. Find the intensity midway between the two centres when the light from the pinholes is

1. in phase,
2. mutually incoherent,
3. opposite in phase.

The unit of intensity is the peak that one pinhole produces when the other is covered.

The lens is free of aberration and in focus, and its circular pupil is uniformly filled by the light from each pinhole. The light is quasi-monochromatic. The pinholes are much smaller than the lens can resolve, and NA is small enough for a scalar, paraxial description. All lengths are measured in the image, so the magnification does not enter.

## A tempting solution

The image of a single pinhole is a bright disc surrounded by rings. Its first dark ring has a radius of about $0.61\,\lambda/\mathrm{NA}$, so the centre of each image falls on the first dark ring of the other. It is tempting to argue as follows.

> At this separation neither image disturbs the other. With no disturbance there is no interference, so the relative phase cannot matter. One pinhole alone gives 0.367 at the midpoint. Two give $2\times0.367=0.73$, in all three cases.

The number 0.367 is right, as will be shown. The conclusion holds for incoherent light and fails for the other two cases.

## Where it fails

Let $h_1(\mathbf x)$ and $h_2(\mathbf x)$ be the real image fields of the two pinholes, and let $\phi$ be their relative phase. Fields add before the intensity is formed:

$$
I=\left|h_1+e^{i\phi}h_2\right|^2
=h_1^2+h_2^2+h_1h_2\left(e^{i\phi}+e^{-i\phi}\right)
=h_1^2+h_2^2+2h_1h_2\cos\phi .
$$

The last term is the interference. It vanishes where $h_1=0$ or $h_2=0$, and so it is negligible at the two image centres. The tempting argument carries this property of two points over to the whole image. At the midpoint neither field is zero. By symmetry they are equal, and the interference term is as large as the sum of the other two when $\cos\phi=\pm1$.

There is a true statement close to the false one: at this separation the phase hardly changes the total power in the image. It does change where that power goes. The proof is given below, once $h$ is known.

## The field of one pinhole

Measure image positions $\mathbf x$ in units of $\lambda/\mathrm{NA}$. Label a point of the pupil by $\mathbf f$, with $|\mathbf f|=1$ at the edge. Light from that point reaches the image as a plane wave whose transverse direction sine is $\mathrm{NA}\,\mathbf f$. At the physical position $\mathbf x\lambda/\mathrm{NA}$ its phase is

$$
\frac{2\pi}{\lambda}\,(\mathrm{NA}\,\mathbf f)\cdot\frac{\lambda\mathbf x}{\mathrm{NA}}=2\pi\,\mathbf f\cdot\mathbf x .
$$

A very small pinhole fills the pupil uniformly, so its field is the average of these waves over the unit disc, whose area is $\pi$:

$$
h=\frac1\pi\iint_{|\mathbf f|<1}e^{2\pi i\,\mathbf f\cdot\mathbf x}\,d^2f .
$$

At $\mathbf x=0$ every wave equals 1, hence $h=1$. This is the required normalization.

Write $v=2\pi|\mathbf x|$, $\rho=|\mathbf f|$, and let $\theta$ be the angle between $\mathbf f$ and $\mathbf x$. The exponent is $iv\rho\cos\theta$. Expand the exponential and average over $\theta$. Odd powers of $\cos\theta$ average to zero, and the even powers give

$$
\left\langle\cos^{2k}\theta\right\rangle=\frac{(2k)!}{4^k(k!)^2}.
$$

The factor $(2k)!$ cancels the one in the exponential series, so the angular average is

$$
\sum_{k=0}^\infty\frac{(-1)^k}{(k!)^2}\left(\frac{v^2\rho^2}{4}\right)^k=J_0(v\rho).
$$

The area element is $\rho\,d\rho\,d\theta$. After the angular average, the prefactor $1/\pi$ and the angular range $2\pi$ leave a factor 2:

$$
h(v)=2\int_0^1J_0(v\rho)\,\rho\,d\rho .
$$

Since $2\int_0^1\rho^{2k+1}d\rho=1/(k+1)$,

$$
h(v)=\sum_{k=0}^{\infty}\frac{(-1)^k}{k!\,(k+1)!}\left(\frac{v^2}{4}\right)^k=\frac{2J_1(v)}{v}.
$$

The last form follows from the series for the Bessel function $J_1$, which is $v/2$ times this sum.

## The three midpoint intensities

Let $s=0.61$ be the separation in units of $\lambda/\mathrm{NA}$. The midpoint is $s/2$ from each centre, so

$$
v_0=2\pi\,\frac s2=\pi s=1.916372 .
$$

Using the whole separation here would give the field at the other pinhole's centre instead. The terms of the series are

$$
\begin{aligned}
h(v_0)={}&1-0.459060+0.070245-0.005374\\
&+0.000247-0.000008+\cdots=0.60605 .
\end{aligned}
$$

The terms alternate in sign and decrease in size, so the error is smaller than the first omitted term, which is $1.7\times10^{-7}$. One pinhole alone therefore gives $h^2=0.3673$ at the midpoint.

From here on, $h$ without an argument means $h(v_0)$. Setting $h_1=h_2=h$ in the interference formula gives

$$
I=2h^2(1+\cos\phi).
$$

**In phase.** Here $\cos\phi=1$ and

$$
I=4h^2=4\times0.367297=1.469 .
$$

**Incoherent.** The relative phase takes all values equally often during the exposure. The average of $\cos\phi$ is zero, so

$$
I=2h^2=2\times0.367297=0.7346 .
$$

**Opposite phase.** Here $\cos\phi=-1$ and $I=0$. The value of $h$ is not needed: equal fields of opposite sign cancel at the midpoint for every separation.

To two decimals the answers are 1.47, 0.73 and 0.

The second decimal of the incoherent value needs care, because 0.61 is itself a rounded number. The first dark ring lies at the first positive zero of $J_1$. Computed numerically, that zero corresponds to $s=0.609835$. With this unrounded Rayleigh separation the incoherent value is 0.73503, which rounds to 0.74, while the in-phase value is 1.47006 and still rounds to 1.47. The shift follows from the slope

$$
\frac{d(2h^2)}{ds}=4h\,h'\,\frac{dv_0}{ds}=4\pi h h' ,
$$

where a prime denotes $d/dv$. With $h'=-0.3483$, obtained below, the slope is $-2.65$. Reducing $s$ by 0.000165 then raises the intensity by 0.00044. Thus 0.73 and 0.74 are both correct roundings, but for slightly different separations.

## Where the interfering light goes

The total power contains the integral of the interference term over the image plane. In the pupil representation, the product of the two fields integrates to

$$
\int h_1h_2\,d^2x
=\frac1{\pi^2}\iint_{|\mathbf f|<1}e^{2\pi i\,\mathbf f\cdot\mathbf s}\,d^2f
=\frac{h(2\pi s)}{\pi}.
$$

Here $\mathbf s$ is the vector between the centres. The first equality holds because integration over $\mathbf x$ retains only equal pupil points in the two fields. Setting $\mathbf s=0$ gives the power of one pinhole, $1/\pi$. The total power relative to that of one pinhole is therefore

$$
\frac{P}{P_1}=2\left[1+h(2\pi s)\cos\phi\right].
$$

At $s=0.61$ the field at the other centre is $h(2\pi s)=-0.00022$. Reversing the phase changes the total power by about 0.04 percent of its value, although the midpoint goes from 1.47 to 0. At the unrounded Rayleigh separation the total does not change at all. Interference redistributes the light within the image.

## Are the two images resolved?

A midpoint value does not by itself show whether there are two peaks. For this we need the curvature along the line of centres.

First find the derivatives of $h$. Multiplying the $k$th term of its series by $2k/v$ differentiates that term. Summing the results at $v_0$ gives $h'=-0.3483$. For the second derivative, let $a_k$ be the coefficient of $v^{2k}$. Acting on $a_kv^{2k}$, the combination $v^2h''+3vh'$ produces the factor

$$
2k(2k-1)+3(2k)=4k(k+1).
$$

The series has $4k(k+1)a_k=-a_{k-1}$, so the sum of these terms is $-v^2h$. Hence

$$
h''=-h-\frac{3h'}{v},
$$

and at $v_0$ this gives $h''=-0.60605+0.54526=-0.0608$.

Now move a small distance from the midpoint along the line of centres, and let $u=2\pi x$ be the scaled displacement. The two fields have arguments $v_0+u$ and $v_0-u$. To second order, their sum is $2h+h''u^2$ and their difference is $2h'u$. Therefore

$$
\begin{aligned}
I_{\text{in}}&=(2h+h''u^2)^2\simeq4h^2+4hh''u^2,\\
I_{\text{inc}}&\simeq2h^2+2(h'^2+hh'')u^2,\\
I_{\text{opp}}&\simeq4h'^2u^2 .
\end{aligned}
$$

The second line is the sum of the squared fields, with the linear terms cancelling. Twice the coefficient of $u^2$ is the curvature:

- In phase: $8hh''=-0.295$, a maximum.
- Incoherent: $4(h'^2+hh'')=0.338$, a minimum.
- Opposite phase: $8h'^2=0.970$, a minimum at zero intensity.

**In phase.** The intensity at either image centre is $(1-0.00022)^2=0.9996$, well below 1.469 at the midpoint. Evaluating the profile on a fine grid out to $1.2\,\lambda/\mathrm{NA}$ on each side puts its highest value at the midpoint. The two pinholes have merged into one central bright spot.

**Incoherent.** A numerical search for the maxima finds peaks at $\pm0.305\,\lambda/\mathrm{NA}$ with height 1.000. They coincide with the image centres to the digits shown. At each centre the field of the other pinhole is only $-0.00022$. The intensity it adds is the square of this field, and the slope of that intensity is twice the field times its derivative, so both are nearly zero. The midpoint intensity is 73 percent of the peak height.

**Opposite phase.** The same search finds peaks at $\pm0.386\,\lambda/\mathrm{NA}$ with height 1.109. They lie outside the image centres. To see why, stand at the right-hand centre and move outward. The right-hand field is at its maximum, so it does not change to first order. The left-hand field has passed its first zero and is becoming more negative. Reversing its sign makes it reinforce the right-hand field, so the intensity still rises.

Suppose that a resist keeps a record wherever the intensity exceeds a fixed threshold. In the incoherent case, a threshold between 0.735 and 1 separates the spots along this line. In the in-phase case, any threshold low enough to record the image centres also records the midpoint. Opposite phase separates the two main spots for any threshold below 1.109, but it also displaces their peaks. A threshold below about 0.036 records side lobes along this line as well, and lobes off the line reach about 0.039. The same pair of pinholes is thus resolved or merged according to the illumination.

For a numerical scale, take $\lambda=200$ nm and $\mathrm{NA}=0.20$. Then $\lambda/\mathrm{NA}=1000$ nm and the centres are 610 nm apart. The opposite-phase peaks are $2\times0.3856\times1000=771$ nm apart, a spacing 26 percent larger than that of the centres. These are scalar values. At this NA polarization shifts the spacing by about 1 nm and can change the second decimal of the midpoint intensities, as the last paragraph explains.

## Partly coherent illumination

Real illumination can lie between the three cases. Let $E_1$ and $E_2$ be the fluctuating fields at the pinholes, each with mean square modulus 1. Let $\mu$ be the real part of $\langle E_1^*E_2\rangle$. Then

$$
I=h^2\left\langle|E_1+E_2|^2\right\rangle
=h^2(1+1+2\mu)=2h^2(1+\mu).
$$

The values $\mu=1,0,-1$ recover the three answers.

Consider now a uniform disc source, centred on the axis, whose image fills a fraction $\sigma$ of the pupil radius. Its points emit independently. A source point at $\sigma\mathbf p$, with $|\mathbf p|\le1$, illuminates the pinholes with a phase difference $2\pi\sigma\,\mathbf p\cdot\mathbf s$. Averaging over the source gives the same disc integral as before:

$$
\mu=\frac1\pi\iint_{|\mathbf p|<1}e^{2\pi i\sigma\,\mathbf p\cdot\mathbf s}\,d^2p=h(2\pi\sigma s).
$$

As $\sigma\to0$, $\mu\to1$ and the in-phase result returns. For $\sigma=0.5$ the argument is $\pi s=v_0$, so $\mu=h=0.606$ and

$$
I=0.73459\times1.60605=1.180 .
$$

For $\sigma=1$, $\mu=-0.00022$ and the midpoint intensity is 0.734. A source that just fills the pupil therefore makes this pair almost incoherent. This is a property of the separation: $h(2\pi s)$ is not zero for a general $s$, so $\sigma=1$ does not make every pair of pinholes incoherent.

A mask can reverse the sign of the light through one pinhole. This replaces $\mu$ by $-\mu$. At $\sigma=0.5$ the midpoint becomes

$$
I=0.73459\times(1-0.60605)=0.289,
$$

which is darker than the incoherent value but not zero. At $\sigma=1$ the reversal has almost no effect. For this pair and a centred disc source, a dark midpoint requires both the phase reversal and a sufficiently small source.

## What can change the answers

**Unequal pinholes or an imperfect phase.** If the second field is $-(1-\varepsilon)$ times the first, the midpoint field is $\varepsilon h$ and its intensity is $\varepsilon^2h^2$. A 10 percent amplitude mismatch leaves $0.01\times0.3673=0.0037$. If the amplitudes are equal but the phase is $\pi+\delta$, then

$$
I=2h^2(1-\cos\delta)\simeq h^2\delta^2
$$

for small $\delta$ in radians. Both errors enter the dark midpoint quadratically.

**Aberration.** The opposite-phase zero needs the single-pinhole field to be equal at $+\mathbf s/2$ and $-\mathbf s/2$. A pupil function that is unchanged under $\mathbf f\to-\mathbf f$ ensures this. Defocus has that symmetry, so it preserves the zero while changing $h$ and the other two intensities. Coma lacks the symmetry, and the cancellation is then no longer guaranteed.

**Pinhole size.** Let each pinhole have an image diameter $d$, in units of $\lambda/\mathrm{NA}$, and be illuminated with uniform phase across its area. Its field is the average of $h$ over a disc of radius $d/2$. Over that disc the mean square of each coordinate is $d^2/16$, so the second-order Taylor expansion gives

$$
h_d\simeq h+\frac{d^2}{32}\nabla^2h,
\qquad
\nabla^2h=4\pi^2\left(h''+\frac{h'}v\right).
$$

For $d=0.1$ the factor $4\pi^2d^2/32$ is 0.01234. At the midpoint the bracket is $-0.2425$, which lowers the field from 0.6061 to 0.6031. At the peak, the series gives $h''=-1/4$ and $h'/v\to-1/4$, so the bracket is $-1/2$ and the field falls from 1 to 0.9938. The peak loses a larger fraction than the midpoint, and the ratio rises to 0.6068.

Averaging over the pinhole area numerically, without the Taylor expansion, gives 1.473 in phase and 0.736 for mutually incoherent pinholes. The unit is now the peak of one such finite pinhole. This change is larger than the one caused by rounding the Rayleigh separation, so for pinholes of this size the incoherent value rounds to 0.74 at either separation.

**High numerical aperture.** When the rays converge at large angles, their electric-field vectors are no longer nearly parallel, and one scalar field cannot represent them. The midpoint values then depend on polarization and must be found from a vector calculation. The effect begins at order $\mathrm{NA}^2$. For light polarized along the line of centres, each plane wave carries a longitudinal field of about $-\mathrm{NA}\,f_x$ times its transverse one. Averaged over the pupil, this gives a longitudinal field of size $\mathrm{NA}\,|h'|$ with opposite signs on the two sides of an image centre. A phase reversal makes the two longitudinal fields add at the midpoint, leaving about $4\,\mathrm{NA}^2h'^2$. At $\mathrm{NA}=0.20$ this is 0.02 rather than 0, and the incoherent value rises to about 0.75. For polarization across the line of centres the zero survives.
